# Radical loss in a closed pore: cosh profile and effectiveness tanh(φ)/φ

## What goes wrong without the result

A plasma that strips photoresist also sends radicals into the pores of a low-k film. The simplest estimate of the damage multiplies the pore wall area by the loss rate at the outside radical density. It assumes that the deepest wall sees as many radicals as the mouth, but radicals lost near the mouth never arrive deeper down. For the pore computed below, the estimate is too large by a factor of nearly three, and it predicts uniform damage where the radical density in fact falls by a factor of about eight. What is needed is the density along the pore and the fraction of the wall's capacity that is really used.

## Model and conventions

A straight cylindrical pore has radius $a$ and length $L\gg a$. It is open at $x=0$ to a gas with radical density $c_0$ and closed at $x=L$. The assumptions are:

- Radicals collide with the wall and not with other gas particles.
- Each wall collision destroys a radical with probability $\gamma\ll1$, the same everywhere and independent of the density. This is what first-order loss means here.
- Survivors leave the wall diffusely: the direction follows the cosine law and keeps no memory of the arrival.
- The state is steady, the density at the mouth is $c_0$, and the end cap destroys nothing. The last two conditions are relaxed later.

The density $c(x)$ is an average over time or over many equal pores, and $v$ is the mean thermal speed.

## The loss rate

In a nearly isotropic gas, the number of particles striking unit area per unit time is

$$\frac{cv}{4\pi}\int_0^{2\pi}d\varphi\int_0^{\pi/2}\cos\theta\,\sin\theta\,d\theta=\frac{cv}{4\pi}\,2\pi\,\frac12=\frac{cv}{4}.$$

A slice of length $dx$ has wall area $2\pi a\,dx$ and holds $\pi a^2c\,dx$ radicals. The collision rate per radical is therefore

$$\frac{(cv/4)\,2\pi a\,dx}{\pi a^2c\,dx}=\frac{v}{2a},\qquad\text{so}\qquad k=\frac{\gamma v}{2a}.$$

The mean time between collisions is $2a/v$. The condition $\gamma\ll1$ matters here, because a strongly absorbing wall would return few particles and the gas beside it would not be isotropic.

## The diffusivity

Let a radical leave the wall at angle $\alpha$ to the pore axis, and let the transverse part of its direction make the angle $\psi$ with the inward normal. Seen along the axis, its path is a chord of a circle, of length $2a\cos\psi$. The transverse part of the direction has size $\sin\alpha$, so the flight length is $2a\cos\psi/\sin\alpha$, and the axial displacement is

$$s=2a\cos\psi\,\cot\alpha .$$

The cosine law gives the probability $(1/\pi)\times$(normal component)$\times d\Omega$, with normal component $\sin\alpha\cos\psi$ and $d\Omega=\sin\alpha\,d\alpha\,d\psi$. Hence

$$\langle s^2\rangle=\frac1\pi\int\!\!\int4a^2\cos^2\psi\,\frac{\cos^2\alpha}{\sin^2\alpha}\,\sin^2\alpha\cos\psi\,d\alpha\,d\psi
=\frac{4a^2}{\pi}\int_0^\pi\!\cos^2\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^3\psi\,d\psi .$$

The first integral is $\pi/2$. With $u=\sin\psi$ the second is $\int_{-1}^1(1-u^2)du=4/3$. Therefore $\langle s^2\rangle=8a^2/3$.

Successive flights are independent and have zero mean, so their mean squares add. In time $t$ there are on average $tv/(2a)$ flights, and the mean square displacement is $2Dt$:

$$D=\frac12\,\frac{v}{2a}\,\frac{8a^2}{3}=\frac{2av}{3}.$$

This is the Knudsen diffusivity of a long cylinder. Using it in a differential equation requires the density to change little over a typical flight, a condition examined below.

## Balance and solution

The flux towards larger $x$ is $J=-D\,c'$. In the steady state, what enters a slice and does not leave it is lost: $J(x)-J(x+dx)=kc\,dx$. Hence

$$D\,c''=k\,c,\qquad c(0)=c_0,\qquad c'(L)=0 .$$

The last condition says that no flux passes into the cap. Define

$$q=\sqrt{k/D},\qquad \phi=qL .$$

Distances are best measured from the closed end:

$$c=A\cosh q(L-x)+B\sinh q(L-x).$$

At $x=L$ the slope is $-qB$, so $B=0$. At the mouth $A\cosh\phi=c_0$. The profile is

$$\boxed{\;\frac{c(x)}{c_0}=\frac{\cosh[\phi(1-x/L)]}{\cosh\phi}\;}$$

There is no other solution. The difference $w$ of two solutions obeys $w''=q^2w$, $w(0)=0$, $w'(L)=0$. Multiplying by $w$ and integrating by parts gives

$$\int_0^L(w'^2+q^2w^2)\,dx=\big[ww'\big]_0^L=0,$$

so $w=0$ throughout.

Inserting $k$ and $D$,

$$q^2=\frac{\gamma v}{2a}\,\frac{3}{2av}=\frac{3\gamma}{4a^2},\qquad \phi=\frac{L}{2a}\sqrt{3\gamma}.$$

The speed cancels because a faster radical reaches new places and meets the wall more often in the same proportion. At fixed $\gamma$, neither mass nor temperature affects the profile. Equivalently, $\phi^2=2\gamma L^2/\langle s^2\rangle$, which compares the loss per wall visit with the distance gained per visit.

## Effectiveness

The effectiveness $\eta$ is the total loss divided by the loss that would occur if the whole pore held density $c_0$. Since loss is proportional to density, $\eta$ is the mean of $c/c_0$:

$$\eta=\frac1L\int_0^L\frac{\cosh q(L-x)}{\cosh\phi}\,dx=\frac{\sinh\phi}{qL\cosh\phi}=\boxed{\frac{\tanh\phi}{\phi}} .$$

The flux through the mouth must give the same number, because everything that enters is lost. From the profile, $J(0)=-Dc'(0)=Dq\,c_0\tanh\phi$. Dividing by $kc_0L$ and using $k=Dq^2$ gives $\tanh\phi/(qL)$ again.

**Weak loss.** For $\phi\ll1$, $\tanh\phi\approx\phi-\phi^3/3$, so $\eta\approx1-\phi^2/3$. The pore is nearly uniformly filled.

**Strong loss.** For $\phi\gg1$, $\eta\approx1/\phi$. Near the mouth the profile becomes $e^{-qx}$, with penetration depth $1/q=2a/\sqrt{3\gamma}$. The uptake tends to

$$J(0)\to c_0\sqrt{kD}=c_0v\sqrt{\gamma/3},$$

since $kD=\gamma v^2/3$. It no longer depends on $L$, and it grows as $\sqrt\gamma$ rather than $\gamma$, because a more reactive wall also shortens the depth that takes part.

## The two ends

**A reactive cap.** Let the cap destroy radicals with the same $\gamma$. The end condition becomes $-Dc'(L)=(\gamma v/4)\,c(L)$. In the general solution $-c'(L)=qB$ and $c(L)=A$, so $B=\beta A$ with

$$\beta=\frac{\gamma v/4}{Dq}=\frac{\gamma v/4}{v\sqrt{\gamma/3}}=\frac{\sqrt{3\gamma}}4 .$$

The mouth condition gives $A=c_0/(\cosh\phi+\beta\sinh\phi)$, and the flux is $J(0)=DqA(\sinh\phi+\beta\cosh\phi)$. Relative to the inert cap, the uptake is multiplied by

$$\frac{1+\beta/\tanh\phi}{1+\beta\tanh\phi}.$$

For small $\phi$ and $\beta$ this tends to $1+\beta/\phi=1+a/(2L)$. The extra term is the cap area $\pi a^2$ over the side area $2\pi aL$, as it must be for a uniformly filled pore.

**Resistance of the mouth.** The density just inside the mouth is lower than $c_0$, because fewer radicals come back out than go in. In the diffusion approximation the net flux $J$ is shared equally between the two one-way fluxes: $vc(0)/4+J/2$ inward and $vc(0)/4-J/2$ outward. The inward one is supplied by the outside gas and equals $vc_0/4$. Thus

$$J=\frac v2\,[c_0-c(0)] .$$

Inside the pore $J=Dq\,c(0)\tanh\phi$. Equating the two and using $2Dq/v=2\sqrt{\gamma/3}$,

$$c(0)=\frac{c_0}{1+2\sqrt{\gamma/3}\,\tanh\phi}.$$

The whole profile and $\eta$ are reduced by this factor. The equal sharing is itself an approximation near an opening.

## Oxygen atoms in a porous low-k film

Take round parameters in the rough range of a porous organosilicate film exposed to an oxygen plasma: $a=1$ nm, $L=100$ nm, $\gamma=10^{-3}$, temperature 300 K, and $c_0=10^{14}$ cm$^{-3}$. The mean speed of an oxygen atom of mass $m$ is $v=\sqrt{8k_BT/(\pi m)}=630$ m/s. Then

$$D=\tfrac23av=4.20\times10^{-3}\ \text{cm}^2/\text{s},\qquad k=\frac{\gamma v}{2a}=3.15\times10^{8}\ \text{s}^{-1},$$

$$\phi=\frac{100}{2}\sqrt{0.003}=2.74,\qquad \frac1q=\frac{100\ \text{nm}}{2.74}=36.5\ \text{nm},\qquad \eta=\frac{\tanh2.74}{2.74}=0.362 .$$

The wall as a whole works at 36 % of its capacity. At the closed end $c/c_0=1/\cosh\phi=0.129$.

Changing $\gamma$ with the geometry held fixed leads from moderate to strong loss. For $\gamma=10^{-4}$, $\phi=0.866$ and $\eta=0.81$; for $\gamma=10^{-2}$, $\phi=8.66$ and $\eta=0.115$, which is $1/\phi$ to the digits given. The total loss is proportional to $\gamma\eta$, so in the diffusion law a hundredfold rise in $\gamma$ raises it by a factor of only $100\times0.1155/0.8075=14$. The law is least accurate at the largest $\gamma$: for $\gamma=10^{-2}$ the mouth resistance alone lowers $\eta$ by 10 %, so the true factor is somewhat smaller.

## How good is the diffusion equation?

Free flight in the pore can be treated without $D$ or $k$. The probability $P(x)$ that a flight carries a radical farther than $x>0$ in one chosen axial direction is needed. Put $X=x/(2a)$. The condition $s>x$ means $\tan\alpha<\cos\psi/X$. Since $\int_0^{\alpha_m}\sin^2\alpha\,d\alpha=\frac12(\alpha_m-\sin\alpha_m\cos\alpha_m)$,

$$P=\frac1{2\pi}\int_{-\pi/2}^{\pi/2}\cos\psi\left[\arctan\frac{\cos\psi}{X}-\frac{X\cos\psi}{X^2+\cos^2\psi}\right]d\psi .$$

Integrating the arctangent term by parts turns it into $X\sin^2\psi/(X^2+\cos^2\psi)$; the boundary terms vanish. The numerator is then $\sin^2\psi-\cos^2\psi=(1+2X^2)-2(X^2+\cos^2\psi)$. The substitution $t=\tan\psi$ gives $\int d\psi/(X^2+\cos^2\psi)=\pi/(X\sqrt{X^2+1})$, so

$$P=\frac{X^2+\frac12}{\sqrt{X^2+1}}-X .$$

Let $h(x)$ be the wall collision flux divided by $vc_0/4$. If the cap reflects like a mirror, the closed pore is half of a pore of length $2L$ open at both ends. With $p=-dP/dx$,

$$h(x)=P(x)+P(2L-x)+(1-\gamma)\int_0^{2L}p(|x-x'|)\,h(x')\,dx' .$$

The integral collects survivors from other wall points. The first two terms are direct arrivals from outside. Their form follows from the case $\gamma=0$, where equilibrium requires $h=1$ and the integral supplies $1-P(x)-P(2L-x)$; direct arrivals do not depend on $\gamma$. The effectiveness is the mean of $h$.

Solving this equation numerically, on a mesh fine enough for the digits shown, gives for the example:

| $x$ (nm) | $c/c_0$, cosh law | $h$, free flight |
|---|---|---|
| 10 | 0.763 | 0.723 |
| 25 | 0.510 | 0.479 |
| 50 | 0.270 | 0.252 |
| 75 | 0.160 | 0.149 |

The effectiveness is 0.341, which is 5.8 % below $\tanh\phi/\phi$. With $\phi$ held at 2.74 and $\gamma$ adjusted accordingly, the deviation from the law is $-17$, $-10$, $-5.8$ and $-3.3$ % for $L/a=25$, 50, 100 and 200. The law is thus the leading result for a long pore with weak loss per collision, and the approach to it is slow.

The mouth resistance explains part of the deviation: it lowers $\eta$ by 3.5 %, to 0.349. The rest comes mainly from rare long flights. Expanding $P$ for large $X$ gives $P\approx1/(8X^3)=a^3/x^3$, so $p\approx3a^3/x^4$. Flights longer than $S$, in both directions, contribute

$$2\int_S^\infty s^2\,\frac{3a^3}{s^4}\,ds=\frac{6a^3}{S}$$

to $\langle s^2\rangle=8a^2/3$, a fraction $9a/(4S)$. For $S$ equal to the penetration depth this is 6 %. Flights that long do not act as small diffusive steps. To isolate their role, replace $P$ by $\frac12e^{-\sqrt3x/(2a)}$, which has the same mean square but no long tail. The same integral equation then gives $\eta=0.351$, close to the mouth-corrected 0.349 and not to 0.341.

## Time scales and the meaning of the density

A departure $u$ from the steady profile obeys $\partial_tu=Du''-ku$ with $u(0)=0$ and $u'(L)=0$. Its modes are $\sin[(n+\frac12)\pi x/L]$, $n=0,1,\dots$, and the slowest decays at the rate

$$k+\frac{\pi^2D}{4L^2},$$

which corresponds to 2.4 ns here. Time spent adsorbed on the wall would lengthen this.

The wall changes far more slowly. Suppose it carries roughly $3\times10^{14}$ methyl groups per cm$^2$ and each lost atom removes one. At the mouth the loss flux is $\gamma vc_0/4=1.6\times10^{15}$ cm$^{-2}$ s$^{-1}$, so the groups last about 0.19 s. The steady profile is therefore a good snapshot, but $\gamma$ need not stay uniform as the wall is consumed.

The mean number of atoms in the pore is $c_0\pi a^2L\eta=1.1\times10^{-5}$. The pore is nearly always empty, and $c(x)$ gives the chance of finding an atom, not a crowd of them. Meetings between two free atoms can be ignored.

## What else moves the numbers

Each estimate below changes one thing in the example and uses rough inputs.

- **Atom size.** An atom of radius 0.15 nm has its centre confined to a radius of 0.85 nm. Then $\phi=2.74/0.85=3.22$ and $\eta=0.31$.
- **Surface hopping.** Let an adsorbed atom be bound by 0.10 eV and hop 0.3 nm over a barrier of 0.05 eV on a square lattice. With equal attempt rates for hopping and desorption, it makes $e^{0.05\,\text{eV}/k_BT}=6.9$ hops per visit. Half of them are axial, which adds $6.9\times0.09/2=0.31$ nm$^2$ to the 2.67 nm$^2$ of a flight. At unchanged loss per visit, $\phi=2.74/\sqrt{1+0.31/2.67}=2.59$ and $\eta=0.38$. The barrier is only about $2k_BT$, so separate hops are a crude picture, and longer moves along the wall would add more.
- **A hotter wall.** If $\gamma$ has an activation energy of 0.10 eV, then at 500 K it is $4.7\times10^{-3}$, giving $\phi=5.9$ and $\eta=0.17$. This is the diffusion-law value; free flight gives 0.15. With straight flights and no motion along the wall, temperature enters the wall collision flux, measured against the outside value $vc_0/4$, only through $\gamma$. The density is different: if the gas outside stays at 300 K, atoms re-emitted by the hot wall move faster, and $c/c_0$ inside is lower by a further factor $\sqrt{300/500}=0.77$.
- **The cap.** Here $\beta=0.014$, and the uptake rises by 0.02 %.
- **Gas collisions.** At 1 Torr and a cross-section $\sigma=0.4$ nm$^2$, the free path $k_BT/(\sqrt2\,\sigma p)$ is 55 µm, against a pore diameter of 2 nm.

## Beside a real film

Nanometre pores and a thickness of order 100 nm are reasonable for porous organosilicate dielectrics. The loss probability is the least certain input: it depends on the radical and on the state of the surface, and the range $10^{-4}$ to $10^{-2}$ used above moves $\eta$ from about 0.8 to about 0.1. The assumption that real films break most plainly is the straight, separate pore, since their pores vary in width and connect with one another. If the only effect were a path 1.5 times longer, $\phi$ would be 4.1 and $\eta$ would fall from 0.36 to 0.24; constrictions and branching are not covered by that estimate. Ions and ultraviolet light, which also alter such films, are outside the model. So is the attraction of the wall on an atom in flight, which need not be negligible in a pore this narrow.

For design, $1/q=2a/\sqrt{3\gamma}$ says that narrower pores confine the loss of radicals, and with it the initial damage, to a shallower layer in proportion to their radius. This holds at fixed $\gamma$, for pores much longer than the penetration depth, and while wall-to-wall flight dominates the transport. It does not give the final depth of damage after a long exposure. If each lost atom removes one group and $\gamma$ stays unchanged, the groups in the example last 0.19 s at the mouth and $0.19/0.129=1.5$ s at the closed end, so an exposure of several seconds would damage the whole wall. The deeper groups last longer if many atoms are lost without removing a group, for instance by recombination, or if the stripped wall has a larger $\gamma$.
